# The corner frequency of random telegraph noise from one trap: verification in Python

```python
"""Random telegraph noise of one trap: test of the Lorentzian corner frequency.

Result under test: a current that switches between two levels has the one-sided
spectrum S(f) = S(0) / (1 + (f/fc)^2), with
    fc = (1/tau_c + 1/tau_e) / (2 pi),
    S(0) = 4 * variance / (1/tau_c + 1/tau_e).
tau_c : mean dwell time in the empty state, ended by capture (s)
tau_e : mean dwell time in the filled state, ended by emission (s)
delta_i : current step (nA); current is delta_i when empty, 0 when filled
Independent roads: propagation of the rate matrix followed by quadrature, and
Fourier transforms of simulated random switching records.
"""
import numpy as np
from scipy.integrate import quad, simpson
from scipy.linalg import expm, null_space
from scipy.optimize import brentq, minimize_scalar

tau_c, tau_e, delta_i = 1.0e-3, 3.0e-3, 1.0

# Derived formulas
rate_sum = 1 / tau_c + 1 / tau_e
relax_time = 1 / rate_sum
p_empty = tau_c / (tau_c + tau_e)
variance = delta_i**2 * p_empty * (1 - p_empty)
plateau = 4 * variance * relax_time
corner = rate_sum / (2 * np.pi)


def lorentzian(f):
    return plateau / (1 + (f / corner) ** 2)


def markov_covariance(mean_empty, mean_filled):
    """Autocovariance on a time grid, from the two-state rate matrix alone."""
    rates = np.array([[-1 / mean_empty, 1 / mean_filled],
                      [1 / mean_empty, -1 / mean_filled]])
    stationary = null_space(rates)[:, 0]
    stationary = stationary / stationary.sum()
    levels = np.array([delta_i, 0.0])
    times = np.linspace(0.0, 30e-3, 6001)
    step = expm(rates * (times[1] - times[0]))
    weighted = levels * stationary
    mean = levels @ stationary
    cov = np.empty(times.size)
    for j in range(times.size):
        cov[j] = levels @ weighted - mean**2
        weighted = step @ weighted
    return times, cov, stationary


def spectrum_from(times, cov):
    """One-sided spectrum by direct quadrature of the autocovariance."""
    return lambda f: 4 * simpson(cov * np.cos(2 * np.pi * f * times), x=times)


def half_power_frequency(spectrum):
    return brentq(lambda f: spectrum(f) - spectrum(0.0) / 2, 1.0, 2000.0)


# Rate-matrix road
times, cov, stationary = markov_covariance(tau_c, tau_e)
numeric = spectrum_from(times, cov)
assert abs(stationary[0] - p_empty) < 1e-10
assert np.allclose(cov, variance * np.exp(-rate_sum * times), atol=1e-10)
for f in (0.0, 50.0, 200.0, 800.0, 10 * corner):
    assert abs(numeric(f) / lorentzian(f) - 1) < 1e-5
corner_numeric = half_power_frequency(numeric)
assert abs(corner_numeric / corner - 1) < 1e-6

# Exchanging the two times must not move the corner
t_swap, cov_swap, stat_swap = markov_covariance(tau_e, tau_c)
corner_swapped = half_power_frequency(spectrum_from(t_swap, cov_swap))
assert abs(corner_swapped / corner_numeric - 1) < 1e-6

# Power sum rule, share of power below the corner, and peak of f*S(f)
total_power = quad(lambda u: corner * lorentzian(corner * u), 0, np.inf)[0]
low_power = quad(lambda u: corner * lorentzian(corner * u), 0, 1)[0]
assert abs(total_power / cov[0] - 1) < 1e-7
assert abs(low_power / cov[0] - 0.5) < 1e-7
peak = minimize_scalar(lambda f: -f * numeric(f), bounds=(20, 1000),
                       method="bounded")
assert abs(peak.x / corner - 1) < 1e-3
assert abs(-peak.fun / (variance / np.pi) - 1) < 1e-5

# Simulation road: random exponential dwells, exact transform of each record
rng = np.random.default_rng(7)
n_records, n_dwells, duration = 2000, 700, 1.0
start_empty = rng.random(n_records) < tau_c / (tau_c + tau_e)
even = np.arange(n_dwells) % 2 == 0
is_empty = even[None, :] == start_empty[:, None]
dwells = rng.exponential(1.0, is_empty.shape) * np.where(is_empty, tau_c, tau_e)
edges = np.hstack([np.zeros((n_records, 1)), np.cumsum(dwells, axis=1)])
assert edges[:, -1].min() > duration
edges = np.minimum(edges, duration)
fraction_high = (np.diff(edges, axis=1) * is_empty).sum() / (n_records * duration)
assert abs(fraction_high - p_empty) < 0.005


def simulated_density(f):
    phase = np.exp(-2j * np.pi * f * edges)
    pieces = (phase[:, :-1] - phase[:, 1:]) * is_empty
    amplitude = delta_i * pieces.sum(axis=1) / (2j * np.pi * f)
    return 2 * np.mean(np.abs(amplitude) ** 2) / duration


centres = np.array([50.0, 100.0, 200.0, 400.0, 800.0])
simulated = np.array([np.mean([simulated_density(f + d) for d in range(-2, 3)])
                      for f in centres])
# About 10000 independent estimates per point: 1 % standard error
assert np.all(np.abs(simulated / lorentzian(centres) - 1) < 0.05)
# 1/S is a straight line in f^2 for a Lorentzian; fit with relative weights
scaled = simulated / plateau
design = np.column_stack([scaled, scaled * (centres / 100) ** 2])
coeff = np.linalg.lstsq(design, np.ones(centres.size), rcond=None)[0]
corner_simulated = 100 * np.sqrt(coeff[0] / coeff[1])
assert abs(corner_simulated / corner - 1) < 0.05

print(f"capture time tau_c = {tau_c * 1e3:.1f} ms")
print(f"emission time tau_e = {tau_e * 1e3:.1f} ms")
print(f"current step = {delta_i:.1f} nA")
print(f"capture rate 1/tau_c = {1 / tau_c:.2f} 1/s")
print(f"emission rate 1/tau_e = {1 / tau_e:.2f} 1/s")
print(f"sum of rates k = {rate_sum:.2f} 1/s")
print(f"relaxation time 1/k = {relax_time * 1e3:.4f} ms")
print(f"probability of empty trap = {p_empty:.4f}")
print(f"current variance = {variance:.4f} nA^2")
print(f"plateau S(0) = {plateau:.4e} nA^2/Hz")
print(f"corner frequency, formula = {corner:.2f} Hz")
print(f"corner, rate matrix and quadrature = {corner_numeric:.2f} Hz")
print(f"corner, times exchanged = {corner_swapped:.2f} Hz")
print(f"corner, fit to simulated records = {corner_simulated:.1f} Hz")
print(f"S at corner, quadrature = {numeric(corner):.4e} nA^2/Hz")
print(f"S(0)/S(10 fc), quadrature = {numeric(0) / numeric(10 * corner):.2f}")
print(f"share of power below corner = {low_power / total_power:.4f}")
print(f"peak of f*S(f): position = {peak.x:.1f} Hz")
print(f"peak of f*S(f): height = {-peak.fun:.5f} nA^2")
print(f"simulated records: {n_records} of {duration:.1f} s each")
print(f"simulated fraction of time empty = {fraction_high:.4f}")
for f, s in zip(centres, simulated):
    print(f"S({f:.0f} Hz): formula {lorentzian(f):.3e}, "
          f"simulated {s:.3e} nA^2/Hz")
print(f"mistake, times added: 1/(2 pi (tau_c+tau_e)) = "
      f"{1 / (2 * np.pi * (tau_c + tau_e)):.2f} Hz")
print(f"mistake, cycle rate 1/(tau_c+tau_e) = {1 / (tau_c + tau_e):.1f} Hz")
print(f"mistake, 2 pi forgotten: k read as = {rate_sum:.1f} Hz")
print("all good")
```

Running it gives:

```
capture time tau_c = 1.0 ms
emission time tau_e = 3.0 ms
current step = 1.0 nA
capture rate 1/tau_c = 1000.00 1/s
emission rate 1/tau_e = 333.33 1/s
sum of rates k = 1333.33 1/s
relaxation time 1/k = 0.7500 ms
probability of empty trap = 0.2500
current variance = 0.1875 nA^2
plateau S(0) = 5.6250e-04 nA^2/Hz
corner frequency, formula = 212.21 Hz
corner, rate matrix and quadrature = 212.21 Hz
corner, times exchanged = 212.21 Hz
corner, fit to simulated records = 214.4 Hz
S at corner, quadrature = 2.8125e-04 nA^2/Hz
S(0)/S(10 fc), quadrature = 101.00
share of power below corner = 0.5000
peak of f*S(f): position = 212.2 Hz
peak of f*S(f): height = 0.05968 nA^2
simulated records: 2000 of 1.0 s each
simulated fraction of time empty = 0.2497
S(50 Hz): formula 5.329e-04, simulated 5.320e-04 nA^2/Hz
S(100 Hz): formula 4.603e-04, simulated 4.551e-04 nA^2/Hz
S(200 Hz): formula 2.979e-04, simulated 3.019e-04 nA^2/Hz
S(400 Hz): formula 1.235e-04, simulated 1.253e-04 nA^2/Hz
S(800 Hz): formula 3.698e-05, simulated 3.728e-05 nA^2/Hz
mistake, times added: 1/(2 pi (tau_c+tau_e)) = 39.79 Hz
mistake, cycle rate 1/(tau_c+tau_e) = 250.0 Hz
mistake, 2 pi forgotten: k read as = 1333.3 Hz
all good
```
